\section*{The double-delta formula for intraband phonon linewidths at small wavevector, part 1}

(Sections cited here and not found follow in the second part.)

\section{The phonon at the zone centre}

Take a metal with one band $\varepsilon_{\mathbf k}$ of sharp one-electron states and an optical phonon of energy $\omega>0$ and wavevector $\mathbf q$. Atomic units are used in the algebra ($\hbar=e=1$, temperature in energy units). The phonon decays within the band by lifting an electron from $\mathbf k$ to $\mathbf k+\mathbf q$, which requires $\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=\omega$. At $\mathbf q=0$ the left side is zero for every $\mathbf k$, so no transition exists and the intraband linewidth is zero.

The double-delta formula for the same linewidth is
\begin{equation}
\Gamma_{\rm DD}=2\pi\omega\sum_{\mathbf k}|g|^2\,\delta(\varepsilon_{\mathbf k}-E_F)\,\delta(\varepsilon_{\mathbf k+\mathbf q}-E_F).
\label{dd}
\end{equation}
At $\mathbf q=0$ it contains the square of a delta function and is infinite. The belief that \eqref{dd} is the linewidth down to $q\to0$ therefore fails at the end point, and a parabolic band shows exactly over what range of $q$ it fails.

\section{Self-energy and linewidth}

Let $x=b_{\mathbf q}+b^\dagger_{-\mathbf q}$ be the phonon amplitude, coupled to the electrons by matrix elements $gx$ between $\mathbf k$ and $\mathbf k'=\mathbf k+\mathbf q$; $g$ is an energy and includes the zero-point amplitude. Sums run over $\mathbf k$, spin and valley and are taken per cell of volume $\Omega$, $\sum_{\mathbf k}\to\Omega\int d^3k/(2\pi)^3$. Treat $x\propto e^{-izt}$, $\operatorname{Im}z>0$, as a mean field. The $(\mathbf k',\mathbf k)$ element of $i\dot\rho=[H,\rho]$, to first order in $g$, is
\begin{equation}
z\rho_{\mathbf k'\mathbf k}=(\varepsilon_{\mathbf k'}-\varepsilon_{\mathbf k})\rho_{\mathbf k'\mathbf k}+gx\,(f_{\mathbf k}-f_{\mathbf k'}).
\end{equation}
The electronic operator $O$ that multiplies $x^\dagger$ in the Hamiltonian, and therefore drives $x$, acquires the mean value $\sum g^*\rho_{\mathbf k'\mathbf k}=\Pi x$ with
\begin{equation}
\Pi(\mathbf q,z)=\sum_{\mathbf k}|g|^2\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{z-\Delta},\qquad \Delta=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}.
\label{Pi}
\end{equation}
For the oscillator, with $y=b_{\mathbf q}-b^\dagger_{-\mathbf q}$, the Heisenberg equations are $i\dot x=\omega_0y$ and $i\dot y=\omega_0x+2O$, so $\ddot x=-\omega_0^2x-2\omega_0O$ and $z^2=\omega_0^2+2\omega_0\Pi(\mathbf q,z)$. If $\omega_0$ is the adiabatic frequency, which already contains the static response, $\Pi$ is replaced by $\Pi(\mathbf q,z)-\Pi(\mathbf q,0)$; the static term is real. For $|\Pi|\ll\omega_0$ one has $z^2-\omega_0^2\simeq2\omega_0(z-\omega_0)$ near the pole, the propagator is $1/(z-\omega_0-\Pi)$, and where $\Pi$ varies slowly the line is a Lorentzian of half width $-\operatorname{Im}\Pi$. With $z=\omega+i0$ and $\operatorname{Im}\,1/(\xi+i0)=-\pi\delta(\xi)$ the full width at half maximum is
\begin{equation}
\Gamma=-2\operatorname{Im}\Pi=2\pi\sum_{\mathbf k}|g|^2\,(f_{\mathbf k}-f_{\mathbf k+\mathbf q})\,\delta(\Delta-\omega).
\label{exact}
\end{equation}
Equation \eqref{dd} follows from \eqref{exact} by two replacements. On the delta function $f_{\mathbf k}-f_{\mathbf k+\mathbf q}=f(\varepsilon_{\mathbf k})-f(\varepsilon_{\mathbf k}+\omega)$, a function of area $\omega$ near $E_F$, and the first replacement writes it as $\omega\,\delta(\varepsilon_{\mathbf k}-E_F)$. The second drops $\omega$ in $\delta(\Delta-\omega)$. The first compares $\omega$ with the band scale $E_F$. The second compares $\omega$ with the range of $\Delta$, which is of order $v_Fq$ and shrinks to zero with $q$.

\section{Counter-example: two parabolic valleys}

\subsection{The model and its vertex}

The model has two equivalent valleys $\varepsilon=k^2/2m$, each with two spins and Fermi wavevector $k_F=mv_F$, and intravalley coupling $g=+g_0$ in one and $-g_0$ in the other. Time reversal makes the $\mathbf q=0$ vertex equal at $\mathbf k$ and $-\mathbf k$, so the two valleys cannot be a time-reversed pair at $\pm\mathbf K$. The signs matter because a vertex that moves net charge is screened at small $q$. In the random-phase approximation, with $V=4\pi/q^2$ and $\chi$ the response per volume of one valley, $\tilde g_i=g_i+V\chi(\tilde g_1+\tilde g_2)$. Adding the two equations gives $\tilde g_1+\tilde g_2=(g_1+g_2)/(1-2V\chi)$. For opposite signs this vanishes at every frequency and $\tilde g_i=g_i$, so a constant $|g|^2=g_0^2$ is consistent. This needs the two valleys to have the same $\chi(\mathbf q,\omega)$, which holds for the isotropic valleys of the model. Valleys related by a rotation generally have different masses along $\mathbf q$; strong screening then enforces $\chi_1\tilde g_1+\chi_2\tilde g_2\simeq0$, so $\tilde g_1\simeq2g_0\chi_2/(\chi_1+\chi_2)$ and $\tilde g_2\simeq-2g_0\chi_1/(\chi_1+\chi_2)$, and the vertex depends on $\omega/q$ near the thresholds. For equal signs and static response at $q\ll k_F$, $2\chi=-N/\Omega$ and the vertex is reduced by $q^2/(q^2+k_{TF}^2)$ with $k_{TF}^2=4\pi N/\Omega$. Here $N=4N_0$ is the total density of states per cell at $E_F$ and $N_0=\Omega mk_F/2\pi^2$.

\subsection{Exact linewidth}

Put $\mathbf q$ along $z$ and use cylindrical coordinates, $d^3k=2\pi k_\perp dk_\perp dk_z$. Then $\Delta=(k_zq+q^2/2)/m$, and
\begin{equation}
\delta(\Delta-\omega)=\frac mq\,\delta\!\left(k_z-\frac{m\omega}{q}+\frac q2\right).
\end{equation}
At this $k_z$, $k_\perp dk_\perp=m\,d\varepsilon$, and $\varepsilon$ starts at its value for $k_\perp=0$. With the degeneracy 4 and $2\pi/(2\pi)^3=1/4\pi^2$,
\begin{align}
\Gamma&=2\pi\cdot4g_0^2\,\Omega\,\frac{m^2}{4\pi^2q}\,I,\qquad
I=\int_{\varepsilon_{\min}}^\infty\!d\varepsilon\,[f(\varepsilon)-f(\varepsilon+\omega)],\\
\varepsilon_{\min}&=\frac1{2m}\left(\frac{m\omega}q-\frac q2\right)^2
=E_F\left(\frac{q^*}{q}-\frac{q}{2k_F}\right)^2,\qquad q^*=\frac{\omega}{v_F}.
\end{align}
Since $\Omega m^2/4\pi^2=N_0/2v_F$, the prefactor is $\pi g_0^2N/v_Fq$, and
\begin{equation}
\Gamma=\pi g_0^2N\,\frac{q^*}{q}\,\frac I\omega .
\label{par}
\end{equation}
In \eqref{dd}, $\delta(\varepsilon_{\mathbf k+\mathbf q}-E_F)$ equals $\delta(\Delta)$ on the first delta function. The same steps give $k_z=-q/2$, a lower limit $q^2/8m$, and $I\to\omega\int\delta(\varepsilon-E_F)\,d\varepsilon=\omega$ when $q^2/8m<E_F$:
\begin{equation}
\Gamma_{\rm DD}=\pi g_0^2N\,\frac{q^*}{q}\quad(q<2k_F),\qquad \frac{\Gamma}{\Gamma_{\rm DD}}=\frac I\omega .
\end{equation}

At $T=0$ the integrand of $I$ is 1 for $E_F-\omega<\varepsilon<E_F$ and 0 elsewhere, so $I=\min[\omega,\max(0,E_F-\varepsilon_{\min})]$. The condition $I>0$ is $|m\omega/q-q/2|<k_F$, which means $q^2+2k_Fq-2m\omega>0$ and $q^2-2k_Fq-2m\omega<0$, or $q_1<q<q_4$ with
\begin{equation}
q_1=\sqrt{k_F^2+2m\omega}-k_F,\qquad q_4=\sqrt{k_F^2+2m\omega}+k_F .
\end{equation}
The condition $I=\omega$ is $\varepsilon_{\min}+\omega<E_F$. Because $(m\omega/q+q/2)^2-(m\omega/q-q/2)^2=2m\omega$, it reads $m\omega/q+q/2<k_F$, or $q_2<q<q_3$ with $q_{2,3}=k_F\mp\sqrt{k_F^2-2m\omega}$, which needs $\omega<E_F$. With $r=\omega/E_F=2m\omega/k_F^2$ and $q^*=rk_F/2$,
\begin{align}
q_1/q^*&=\tfrac2r(\sqrt{1+r}-1)=1-\tfrac r4+O(r^2),\\
q_2/q^*&=\tfrac2r(1-\sqrt{1-r})=1+\tfrac r4+O(r^2).
\end{align}
The damping thus sets in slightly below $\omega/v_F$. The reason is that the largest pair energy, reached from $k=k_F$ along $\mathbf q$, is $v_Fq+q^2/2m$, and $q_1$ is where it equals $\omega$. For $q<q_1$ the true linewidth is zero while $\Gamma_{\rm DD}$ grows as $1/q$; between $q_1$ and $q_2$ it rises; between $q_2$ and $q_3$ the two coincide exactly in this band.

At $T>0$, with the chemical potential held at $E_F$, $\int_a^\infty f\,d\varepsilon=T\ln(1+e^{(E_F-a)/T})$ gives
\begin{equation}
I=T\ln\frac{1+e^{(E_F-\varepsilon_{\min})/T}}{1+e^{(E_F-\varepsilon_{\min}-\omega)/T}}
\;\longrightarrow\;Te^{(E_F-\varepsilon_{\min})/T}\left(1-e^{-\omega/T}\right)
\label{T}
\end{equation}
for $\varepsilon_{\min}-E_F\gg T$, by $\ln(1+\xi)\simeq\xi$. Only thermally excited electrons fast enough to satisfy $\mathbf v\cdot\mathbf q\simeq\omega$ contribute, and since $\varepsilon_{\min}\simeq E_F(q^*/q)^2$ the tail falls faster than any power of $q$.

\subsection{Numbers}

Take round model parameters $m=m_e$ ($\hbar^2/m=7.620$ eV\,\AA$^2$), $E_F=0.5$ eV, $\omega=60$ meV, $g_0=50$ meV, $\Omega=30$ \AA$^3$, so $r=0.12$. Then $k_F=\sqrt{2\times0.5/7.620}=0.36226$ \AA$^{-1}$, $\hbar v_F=7.620\times0.36226=2.7604$ eV\,\AA, and $q^*=0.060/2.7604=0.021736$ \AA$^{-1}=0.06\,k_F$. The densities of states are $N_0=30\times0.36226/(2\pi^2\times7.620)=0.07225$ eV$^{-1}$ and $N=0.28902$ eV$^{-1}$, so $g_0^2N=0.0025\times0.28902$ eV $=0.7225$ meV and $\pi g_0^2N=2.270$ meV. The thresholds are $q_1/q^*=(2/0.12)(\sqrt{1.12}-1)=0.9717$ and $q_2/q^*=(2/0.12)(1-\sqrt{0.88})=1.0319$; $q_3=0.702$ and $q_4=0.746$ \AA$^{-1}$ bracket $2k_F=0.725$ \AA$^{-1}$. An equal-sign vertex, with the vacuum Coulomb interaction and $k_{TF}=1.3203$ \AA$^{-1}$, would be statically reduced at $q^*$ by $0.021736^2/(0.021736^2+1.3203^2)=2.7\times10^{-4}$.

\begin{center}
\begin{tabular}{cccc}
$q/q^*$ & $\Gamma$, 0 K & $\Gamma$, 300 K & $\Gamma_{\rm DD}$\\
0.5 & 0 & $3.5\times10^{-25}$ & 4.540\\
0.8 & 0 & $6.6\times10^{-5}$ & 2.837\\
0.9 & 0 & 0.032 & 2.522\\
1.0 & 1.118 & 1.126 & 2.270\\
1.1 & 2.064 & 1.978 & 2.064\\
2.0 & 1.135 & 1.135 & 1.135\\
5.0 & 0.454 & 0.454 & 0.454
\end{tabular}
\end{center}
All widths are in meV. At $q=q^*$, $\varepsilon_{\min}=0.5\,(1-0.03)^2=0.47045$ eV, $I/\omega=0.02955/0.060=0.4925$, and $\Gamma=0.4925\times2.270=1.118$ meV; a direct grid sum over occupied-to-empty transitions gives 1.1176 meV. At $0.9\,q^*$ and 300 K ($k_BT=25.852$ meV), $(0.5-0.5876)/0.025852=-3.39$ and $\omega/k_BT=2.32$, so $I/\omega=[\ln(1+e^{-3.39})-\ln(1+e^{-5.71})]/2.32=0.0129$ and $\Gamma=0.0129\times2.522=0.032$ meV. Although $k_BT$ is nearly half of $\omega$, the onset stays sharp in $q$, because $\varepsilon_{\min}$ moves from 0.588 to 0.384 eV, about eight times $k_BT$, between $0.9\,q^*$ and $1.1\,q^*$. The largest zero-temperature value of $\Gamma=-2\operatorname{Im}\Pi(\mathbf q,\omega)$, at $q_2$, is $2.270/1.0319=2.20$ meV (17.7 cm$^{-1}$), while $\Gamma_{\rm DD}(0.1\,q^*)=22.7$ meV (183 cm$^{-1}$). In and near the ramp $\Gamma$ is not the width of the spectral peak: at fixed $q$ the ratio $I/\omega$ falls from 1 to 0 between the frequencies $v_Fq\mp q^2/2m$, a range $q^2/m=3.6$ meV at $q^*$ that is comparable with $\Gamma$, so $\Pi$ does not vary slowly over the line. The zero printed for 300 K at $0.1\,q^*$ is floating-point underflow of an exponential with argument $(0.5-49.97)/0.025852\approx-1.9\times10^3$; at such $\varepsilon_{\min}$ a parabolic valley no longer describes any crystal band.

\subsection{Smearing}

Replace each delta function in \eqref{dd} by a Gaussian $\delta_\sigma$ of standard deviation $\sigma\ll E_F$, and take $q\ll k_F$. With $\xi$ the mean of the two energies measured from $E_F$, $\mu$ the cosine between $\mathbf k+\mathbf q/2$ and $\mathbf q$, and $\alpha=\Delta/2=v_Fq\mu/2$,
\begin{equation}
\int d\xi\,\delta_\sigma(\xi-\alpha)\delta_\sigma(\xi+\alpha)=\int d\xi\,\frac{e^{-(\xi^2+\alpha^2)/\sigma^2}}{2\pi\sigma^2}=\frac{e^{-\alpha^2/\sigma^2}}{2\sqrt\pi\sigma}.
\end{equation}
The angular mean is $\int_0^1e^{-(v_Fq\mu/2\sigma)^2}d\mu=(\sqrt\pi\sigma/v_Fq)\operatorname{erf}(v_Fq/2\sigma)$. Multiplying both by $2\pi\omega g_0^2N$ gives
\begin{equation}
\Gamma_{\rm DD}^{\sigma}=\Gamma_{\rm DD}\operatorname{erf}\frac{v_Fq}{2\sigma}\;\xrightarrow{q\to0}\;\sqrt\pi\,g_0^2N\,\frac\omega\sigma ,
\end{equation}
using $\operatorname{erf}\eta\simeq2\eta/\sqrt\pi$. The smeared value at $q=0$ is finite, but it is set by $\sigma$: $\sqrt\pi\times0.7225\times60/10=7.68$ meV for $\sigma=10$ meV, 3.84 meV for 20 meV and 1.54 meV for 50 meV, where the true intraband value is zero.

In the two-valley parabolic model at $T=0$, the true intraband linewidth is zero for $q<q_1$, where $\Gamma_{\rm DD}$ grows as $1/q$, and the two widths coincide exactly between $q_2$ and $q_3$. It remains to treat general bands and vertices, to show where the double delta holds, and to find the frequency shift inside the gap.

All numerical values are calculated from the stated model.
